# Tunnelling crossover temperature at a hafnia switching saddle

## The physical situation

A ferroelectric hafnia cell changes its polarization when some of its oxygen atoms move from one side of their cage to the other. Suppose that a learned potential has located a saddle on such a path, with one unstable vibration reported as 200i cm⁻¹. Simulations with classical nuclei let the cell cross only with enough energy to surmount the saddle. On cooling, quantum nuclei can pass below it instead. For a barrier that is wider below its top than the parabola fitted there, the frequency alone fixes a temperature scale for this change, but it does not fix the hopping rate.

Let \(x\) be the displacement along the unstable direction, \(m\) its effective mass and \(V_0\) the barrier measured from the initial well. Near the saddle,

\[
V(x)=V_0-\tfrac12m\omega_b^2x^2+\cdots,\qquad
\omega_b=2\pi c\tilde\nu .
\]

Here \(\tilde\nu\) is the magnitude of the imaginary wavenumber. The factor \(2\pi\) converts cycles to radians. Friction and field are left out at first.

## The crossover from imaginary-time paths

At temperature \(T\), the quantum partition function is a sum over closed paths in imaginary time \(\tau\), of duration \(\hbar/(k_BT)\), weighted by \(e^{-S/\hbar}\), where

\[
S=\int_0^{\hbar/k_BT}\left[\tfrac12m\dot x^2+V(x)\right]d\tau .
\]

The path resting at \(x=0\) represents thermal passage over the saddle. Periodic deviations from it contain the frequencies \(\nu_n=2\pi nk_BT/\hbar\), with \(n\) an integer. For a deviation \(\cos\nu_n\tau\), the kinetic term contributes \(m\nu_n^2\) to the second variation and the potential contributes \(-m\omega_b^2\), so the eigenvalue is

\[
\lambda_n=m(\nu_n^2-\omega_b^2).
\]

The value \(\lambda_0\) is negative because the saddle is unstable. At high temperature all others are positive. The first to change sign on cooling is the pair \(n=\pm1\), when \(\nu_1=\omega_b\):

\[
\boxed{T_c=\frac{\hbar\omega_b}{2\pi k_B}
=\frac{hc\tilde\nu}{2\pi k_B}}
\]

Below \(T_c\) the resting path can lower its action by stretching to both sides of the barrier. For a barrier that is wider below its top than the parabola fitted there, it gives way to a periodic tunnelling path, the instanton. This is the definition of the crossover used here. For a barrier that is narrower below its top, deep tunnelling paths can take over at a temperature above \(T_c\), and the frequency alone then does not locate the change.

For 200 cm⁻¹, \(\hbar\omega_b=0.02480\) eV. Division by \(2\pi\) gives \(k_BT_c=0.00395\) eV, hence \(T_c=45.8\) K. The estimate is about 46 K.

## How much flux tunnels above the crossover?

Measure energy in \(\hbar\omega_b\), length in \(\sqrt{\hbar/(m\omega_b)}\) and momentum in \(\sqrt{m\hbar\omega_b}\). With \(\epsilon\) the energy relative to the top, the parabolic Hamiltonian is \(H=(p^2-x^2)/2\). Define

\[
Q=\frac{x+p}{\sqrt2},\qquad R=\frac{p-x}{\sqrt2}.
\]

Then \([Q,R]=i\) and \(H=(QR+RQ)/2\). Classically \(Q\) grows as \(e^t\) and \(R\) decays as \(e^{-t}\). Positive \(R\) therefore labels a wave arriving from the left, while positive and negative \(Q\) label waves leaving to the right and left.

In the \(R\) representation \(Q=i\,d/dR\), so \(H=i(R\,d/dR+\tfrac12)\). Its eigenfunction for incidence from the left is \(R^{-1/2-i\epsilon}\) on \(R>0\) and zero on \(R<0\). Its Fourier transform is

\[
\int_0^\infty e^{iQR}R^{-1/2-i\epsilon}\,dR
=\Gamma(\tfrac12-i\epsilon)\,(-iQ)^{-1/2+i\epsilon}.
\]

For \(Q>0\) the phase of \(-iQ\) is \(-\pi/2\), and the modulus of the power gains \(e^{\pi\epsilon/2}\). For \(Q<0\) it gains \(e^{-\pi\epsilon/2}\). Squaring and normalizing the two outgoing fluxes gives

\[
P(\epsilon)=\frac{e^{\pi\epsilon}}{e^{\pi\epsilon}+e^{-\pi\epsilon}}
=\frac1{1+e^{-2\pi\epsilon}} .
\]

Let \(\kappa\) be the thermal flux divided by the classical flux over the same barrier. With \(a=T_c/T\) and \(z=2\pi\epsilon\), the Boltzmann factor is \(e^{-az}\), and

\[
\kappa=a\int_{-\infty}^{\infty}\frac{e^{-az}}{1+e^{-z}}dz
=a\int_{-\infty}^{\infty}\frac{e^{(1-a)z}}{1+e^z}dz .
\]

Call the last integral \(I\). It converges for \(0<a<1\). Close the contour along the line shifted by \(2\pi i\), on which the integrand acquires the factor \(e^{-2\pi ia}\). The enclosed pole at \(i\pi\) has residue \(e^{-i\pi a}\). Thus

\[
I(1-e^{-2\pi ia})=2\pi i\,e^{-i\pi a},
\qquad
\kappa=\frac{\pi a}{\sin\pi a}.
\]

At high temperature, \(\sin y=y-y^3/6+\cdots\) with \(y=\pi a=\hbar\omega_b/(2k_BT)\) gives the first quantum correction:

\[
\kappa=1+\frac1{24}\left(\frac{\hbar\omega_b}{k_BT}\right)^2+\cdots .
\]

At 300 K, \(y=0.480\). The correction is \(y^2/6=0.038\), close to the full parabolic result \(\kappa=1.039\).

A second criterion for tunnelling to dominate is that more than half of the flux passes below the top. At \(a=1/2\) the integrand is proportional to

\[
\frac{e^{-z/2}}{1+e^{-z}}=\frac1{2\cosh(z/2)},
\]

which is even in \(z\). Half of the flux therefore lies below a parabolic top at \(2T_c=91.6\) K. The total flux is then only \(\pi/2=1.57\) times the classical one, because quantum reflection above the top removes part of the classical flux. A large share of tunnelling flux and a large enhancement of the total flux are different conditions.

## A finite barrier near the crossover

The parabolic result diverges at \(T_c\) because an infinite parabola has no bottom. A finite model is the quartic double well

\[
V=V_0\left(1-\frac{x^2}{\ell^2}\right)^2,
\qquad m\omega_b^2=\frac{4V_0}{\ell^2}.
\]

The second relation follows from the coefficient \(-2V_0/\ell^2\) of \(x^2\). Write \(\Lambda=V_0/(\hbar\omega_b)\), and let \(\delta\) be the depth below the top in units of \(\hbar\omega_b\). The large parameter is \(\Lambda\). Below the top I use the semiclassical transmission

\[
P=\frac1{1+e^\theta},\qquad
\theta=\frac2\hbar\int_{-x_t}^{x_t}\sqrt{2m(V-E)}\,dx,
\]

where \(\pm x_t\) are the turning points. It becomes \(e^{-\theta}\) for deep tunnelling and reproduces the parabolic formula near the top. Above the top the parabolic formula is kept.

To expand \(\theta\), differentiate it with respect to depth. The endpoint terms vanish because the square root is zero there, so \(d\theta/d\delta\) is the imaginary-time period multiplied by \(\omega_b\). Set \(\eta=\delta/\Lambda\), \(r=\sqrt{1-\eta}=\sqrt{E/V_0}\) and \(q=1-r\). With \(x=\ell y\), the barrier factorizes as

\[
V-E=V_0(q-y^2)(1+r-y^2).
\]

The substitution \(y=\sqrt q\sin\phi\) cancels the endpoint factor. The prefactor is \(2\omega_b\ell\sqrt{m/(2V_0)}=2\sqrt2\), since \(\omega_b\ell\sqrt m=2\sqrt{V_0}\). Therefore

\[
\frac{d\theta}{d\delta}
=2\sqrt2\int_{-\pi/2}^{\pi/2}
\frac{d\phi}{\sqrt{2-q(1+\sin^2\phi)}} .
\]

Expand the inverse square root through \(q^2\). The angular averages are \(\langle1+\sin^2\phi\rangle=3/2\) and \(\langle(1+\sin^2\phi)^2\rangle=1+1+3/8=19/8\). Hence

\[
\frac{d\theta}{d\delta}
=2\pi\left(1+\frac{3q}{8}+\frac{57q^2}{256}+\cdots\right).
\]

Insert \(q=\eta/2+\eta^2/8+\cdots\). The quadratic coefficient is \(3/64+57/1024=105/1024\), so

\[
\frac{d\theta}{d\delta}
=2\pi\left(1+\frac{3\eta}{16}+\frac{105\eta^2}{1024}+\cdots\right),
\]

\[
\theta=2\pi\delta+\frac{3\pi\delta^2}{16\Lambda}
+\frac{35\pi\delta^3}{512\Lambda^2}+\cdots .
\]

The positive first correction to the period means that the barrier below its top is wider than the fitted parabola, as the crossover argument requires.

### The enhancement at \(T_c\)

At \(T_c\) the Boltzmann factor is \(e^{2\pi\delta}\). It cancels the linear term of \(\theta\), leaving a Gaussian of coefficient \(b=3\pi/(16\Lambda)\). The leading enhancement is

\[
\kappa_0=2\pi\int_0^\infty e^{-b\delta^2}d\delta
=\pi\sqrt{\frac{\pi}{b}}
=4\pi\sqrt{\frac{\Lambda}{3}} .
\]

The next term is of order one and could have two sources. The first is the region near the top, where \(P\) is not a simple exponential. Below the top, replacing \(P\) by \(e^{-\theta}\) overcounts by

\[
2\pi\int_0^\infty\frac{d\delta}{1+e^{2\pi\delta}}=\ln2 .
\]

The flux above the top, omitted from \(\kappa_0\), is also \(\ln2\): with \(s\) the height above the top, it is \(2\pi\int_0^\infty e^{-2\pi s}/(1+e^{-2\pi s})\,ds\). The two cancel at this order.

The second source is the cubic term of \(\theta\). Expanding its exponential to first order gives

\[
\Delta\kappa=-2\pi\frac{35\pi}{512\Lambda^2}
\int_0^\infty\delta^3e^{-b\delta^2}d\delta .
\]

The integral is \(1/(2b^2)=128\Lambda^2/(9\pi^2)\), and the powers of \(\Lambda\) cancel:

\[
\boxed{\kappa(T_c)=4\pi\sqrt{\frac{\Lambda}{3}}-\frac{35}{18}+\cdots}
\]

This holds for \(\Lambda\gg1\), for the quartic barrier and the semiclassical transmission above.

For \(V_0=0.40\) eV, \(\Lambda=16.13\). The leading term is 29.14, and the correction \(-1.94\) brings it to 27.2. Numerical integration of the same semiclassical flux, starting at the ground-level energy, gives 27.1. The flux below the top is then 97% of the total. In this model tunnelling dominates clearly at \(T_c\), but the enhancement is finite.

The crossover also has a width. Away from \(T_c\) the exponent contains \(2\pi(a-1)\delta-b\delta^2\). The linear term matters over the Gaussian range \(\delta\sim b^{-1/2}\) when

\[
|a-1|\sim\frac{\sqrt b}{\pi}
=\sqrt{\frac{3}{16\pi\Lambda}}\approx0.06 .
\]

This is a scale of roughly 3 K on either side of \(T_c\). At 3 K above \(T_c\) the quartic barrier gives \(\kappa=11.5\) against 15.4 for the parabola, and the two agree to 5% only about 10 K above \(T_c\). The change is smooth, not a phase transition.

### Below \(T_c\)

The most probable tunnelling energy makes \(2\pi a\delta-\theta\) stationary, so \(d\theta/d\delta=2\pi a\). In ordinary units the instanton period equals \(\hbar/(k_BT)\). To first order,

\[
\eta=\frac{16}{3}\left(\frac{T_c}{T}-1\right).
\]

At 40 K this gives \(\eta=0.77\). Keeping the quadratic term of the period gives 0.59. The numerical maximum lies at 0.189 eV, which corresponds to \(\eta=0.53\). The expansion is already rough only 6 K below \(T_c\), because a small change of temperature moves the instanton far down the barrier.

On further cooling the instanton energy reaches the harmonic ground level of the well, \(\hbar\omega_b/\sqrt2=0.0175\) eV, at about 28 K. The estimate of a thermally selected energy then ends. Lower incident energies are not available in the initial well, and the thermal activation implied by the continuum formula fades out on further cooling.

A third criterion compares the classical exponent \(V_0/(k_BT)\) with the tunnelling exponent at zero energy. For the quartic well,

\[
\theta(0)=4\Lambda\sqrt2\int_{-1}^{1}(1-y^2)dy
=\frac{16\sqrt2}{3}\Lambda .
\]

Equality gives \(T=3\hbar\omega_b/(16\sqrt2\,k_B)=0.833T_c\), or 38 K. This criterion ignores passage at intermediate energies. It lies below the crossover because \(d\theta/d\delta>2\pi\) at every depth of the quartic barrier, so \(\theta(0)\) exceeds \(2\pi\Lambda\), the classical exponent at \(T_c\). The factor belongs to the shape: for \(V_0(1-y^2)^2(1+\tfrac32y^2)\), narrower below its top and scaled to the same \(\omega_b\), equality occurs at \(1.47T_c\).

## A dominant channel can still be slow

For one-dimensional incidence, the number of states per unit length is \(dp/(2\pi\hbar)\). Multiplication by velocity gives a flux \(dE/(2\pi\hbar)\). With \(Z\) the partition function of the initial well,

\[
k=\frac1{2\pi\hbar Z}\int P(E)e^{-E/k_BT}dE
=\frac{k_BT}{2\pi\hbar Z}\,\kappa\,e^{-V_0/k_BT}.
\]

The curvature at the bottom of the quartic well is \(8V_0/\ell^2=2m\omega_b^2\), so its frequency is \(\omega_0=\sqrt2\,\omega_b\). With \(u=\hbar\omega_0/(k_BT)\), the harmonic level sum is \(Z=1/[2\sinh(u/2)]\). Hence

\[
k=\frac{\omega_0}{2\pi}\,
\frac{\sinh(u/2)}{u/2}\,\kappa\,e^{-V_0/k_BT}.
\]

The second factor comes from zero-point motion and level quantization in the initial well. It is separate from tunnelling.

At 300 K the two quantum factors are 1.078 and 1.039, with product 1.12. Classical motion along this coordinate underestimates the model rate by about 11% relative to the quantum value. At \(T_c\) the factors are 9.6 and 27.1, with product about 260. Even so, the classical rate is about \(10^{-31}\) s⁻¹ and the quantum estimate about \(10^{-29}\) s⁻¹. Tunnelling carries nearly all of a flux that is too small to observe.

With \(\omega_b\) and the quartic shape held fixed, a rate of one hop per second at \(T_c\) requires a barrier of about 0.14 eV. There \(\Lambda\) is only about 5.5, so this value is less secure than the large-barrier results.

The formula also assumes incoherent hops and a continuous range of incident energies above the ground level. The harmonic level spacing of this well corresponds to 407 K. At \(T_c\) the isolated coordinate is therefore almost entirely in its ground state, and other lattice modes must supply the energy exchange that the rate formula presupposes.

## Friction, field and frequency error

Represent the rest of the lattice by oscillators of frequencies \(w_j\), coupled linearly to the unstable coordinate with mass-weighted strengths \(c_j\), and adjusted so that the static barrier is unchanged. Eliminating them from a deviation at frequency \(\nu\) adds \(\sum_jc_j^2\nu^2/[w_j^2(w_j^2+\nu^2)]\) to its eigenvalue divided by \(m\). For a bath with \(c_j^2\to(2/\pi)\gamma w^2dw\), the added term is

\[
\frac{2\gamma\nu^2}{\pi}\int_0^\infty\frac{dw}{w^2+\nu^2}
=\gamma\nu .
\]

The crossover condition becomes \(\nu_1^2+\gamma\nu_1-\omega_b^2=0\), so \(\omega_b\) in \(T_c\) is replaced by

\[
\mu=\sqrt{\omega_b^2+\gamma^2/4}-\gamma/2 .
\]

Here \(\omega_b\) belongs to the static barrier and the mass of the coordinate alone, before the coupling acts on its motion. If 200 cm⁻¹ is that frequency, a rough friction width \(\gamma/(2\pi c)=20\) cm⁻¹ gives \(\mu/\omega_b=\sqrt{1.0025}-0.05=0.951\), and \(T_c\) falls to 43.6 K. This bath has no upper frequency limit; ending it at 800 cm⁻¹, near the top of an oxide phonon spectrum, gives 43.9 K. If 200 cm⁻¹ instead comes from a vibrational calculation with all atoms free to move, it already includes the linear coupling to the lattice. It is then \(\mu\) itself, \(T_c\) stays at 45.8 K, and the correction must not be applied again.

A field adds \(-Ws\) to the energy, where \(s=x/\ell\) and \(W\) is the field energy between saddle and well. Starting from \(s=-1\), the saddle moves to \(s\approx-W/(4V_0)\). Since the curvature varies as \(1-3s^2\), the crossover changes in second order:

\[
\frac{T_c(W)}{T_c}\approx1-\frac32\left(\frac{W}{4V_0}\right)^2 .
\]

The initial well rises by \(W\), so the barrier falls by about \(W\) in first order. A rough polarization of 50 uC/cm2, a cell volume set to 0.134 nm³ in the model and a field of 1 MV/cm give \(W=0.042\) eV. The barrier drops to 0.359 eV, while \(T_c\) remains 45.8 K to the digits of interest. At that temperature the lower barrier alone raises the classical rate by about \(3\times10^4\). In this model the field acts on the rate far more than on the crossover. The initial well disappears only at \(W=8V_0/(3\sqrt3)=0.62\) eV, a field of about 15 MV/cm, whereas hafnia films switch at roughly 1 to 2 MV/cm, so the uniform tilt of one cell does not describe how real films switch.

A learned potential with a 10% frequency error gives a 10% error in \(T_c\), because the relation is linear. The corresponding range is 41 to 50 K, a change either way of about twice the friction shift.

## The model beside real hafnia

The numbers represent a rough switching event in polar orthorhombic hafnia, not a calculated path. With four oxygen atoms of 16 u moving together, \(\ell=(2/\omega_b)\sqrt{V_0/m}=0.041\) nm, the displacement implied by the chosen barrier, frequency and mass. The barrier of 0.4 eV per cell is rough and depends on path, strain and surroundings. One assumption that real films can break is uniform switching of one isolated cell: nucleation and wall motion involve other saddles. If such a saddle had a 100 cm⁻¹ mode, \(T_c\) would be 23 K. If instead \(N\) cells moved together with unchanged frequency, \(m\) and \(V_0\) would both grow by \(N\); \(T_c\) would stay at 46 K, but both the thermal and the tunnelling exponents would grow by \(N\). At 300 K the isolated cell with its 0.4 eV barrier hops about \(2\times10^6\) times per second, while a dwell time of ten years needs about 1.3 eV, so it does not describe retention in a memory. Near 300 K, this 200 cm⁻¹ mode lies far above its crossover, and barrier errors matter more than tunnelling: an error of 0.026 eV changes the classical rate by a factor of about 2.7. The numerical output below gives the values for the example.

## Table of computed values

```
Unstable-mode wavenumber: 200 cm^-1
Angular frequency omega_b: 3.7673e+13 rad/s
Mode quantum hbar*omega_b: 0.02480 eV
Crossover T_c, formula: 45.80 K
Crossover T_c, discretised path: 45.80 K
Thermal energy at T_c: 0.00395 eV
Half-flux temperature 2*T_c: 91.60 K
Equal-exponent temperature, quartic: 38.15 K
Equal-exponent temperature / T_c: 0.8330
Rough barrier: 0.40 eV
Barrier / mode quantum: 16.13
Moving oxygen atoms: 4, mass each 16 u
Saddle-to-well displacement: 0.0412 nm
Zero-energy tunnelling exponent: 121.7
T = 300.00 K: kappa 1.039, flux below top 12.4 %
  most probable crossing energy: 0.407 eV
T = 91.60 K: kappa 1.564, flux below top 49.8 %
  most probable crossing energy: 0.400 eV
T = 45.80 K: kappa 27.140, flux below top 97.4 %
  most probable crossing energy: 0.381 eV
T = 40.00 K: kappa 3561.754, flux below top 100.0 %
  most probable crossing energy: 0.189 eV
Parabolic-top kappa at 300 K: 1.0394
Parabolic-top kappa at 2*T_c: 1.5708
Tunnelling energy reaches ground level at: 27.8 K
Ground-level energy in well: 0.0175 eV
Well level spacing / k_B: 407 K
Attempt frequency: 8.479e+12 s^-1
Well quantum factor at 300.00 K: 1.078
  log10 of classical rate in s^-1: 6.21
  log10 of quantum rate in s^-1: 6.26
Well quantum factor at 45.80 K: 9.567
  log10 of classical rate in s^-1: -31.09
  log10 of quantum rate in s^-1: -28.68
Total quantum factor at 300 K: 1.120
Barrier for one hop per second at T_c: 0.137 eV
Rough friction width: 20 cm^-1
T_c with friction: 43.57 K
Field: 1.0 MV/cm; rough polarization: 50 uC/cm2
Rough cell volume: 0.134 nm^3
Field energy, saddle to well: 0.0418 eV
Barrier in field: 0.3590 eV
T_c in field: 45.75 K
T_c for frequency 10 % low: 41.22 K
T_c for frequency 10 % high: 50.38 K
```
